# The Frozen-Magnon Relation from the Adiabatic Equation of Motion: test program

```python
"""
Result under test (frozen magnons, one magnetic atom per cell):
    hbar*omega(q) = limit theta->0 of 4 [E(q,theta) - E(0)] / (M sin^2 theta)
E(q,theta): energy per site of a spin spiral with cone angle theta and
phase advance q per site; E(0): ferromagnet; M: moment in Bohr magnetons.
At finite angle the precession energy is (2/(M sin theta)) dE/dtheta.
Model: E_tot = -sum_i [J1 e_i.e_(i+1) + J2 e_i.e_(i+2) + K (e_i.e_(i+1))^2]
with unit vectors e_i on a ring. Energies in meV, time in hbar/meV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm

J1, J2, K = 10.0, 2.0, 2.0
M = 2.0
N = 12


def total_energy(e):
    d1 = np.sum(e * np.roll(e, -1, axis=-2), axis=-1)
    d2 = np.sum(e * np.roll(e, -2, axis=-2), axis=-1)
    return -np.sum(J1 * d1 + J2 * d2 + K * d1**2, axis=-1)


def spiral(q, theta):
    phase = q * np.arange(N)
    return np.stack([np.sin(theta) * np.cos(phase),
                     np.sin(theta) * np.sin(phase),
                     np.cos(theta) * np.ones(N)], axis=-1)


def energy_per_site(q, theta):
    return total_energy(spiral(q, theta)) / N


E_FM = energy_per_site(0.0, 0.0)


def frozen_magnon(q, theta):
    return 4 * (energy_per_site(q, theta) - E_FM) / (M * np.sin(theta)**2)


# The energy is quadratic in any single component, so central differences
# give its gradient exactly apart from rounding, even with a large step.
STEP = 0.1
SHIFTS = STEP * np.eye(3 * N).reshape(3 * N, N, 3)


def velocity(t, y):
    e = y.reshape(N, 3)
    gradient = (total_energy(e + SHIFTS) - total_energy(e - SHIFTS)) / (2 * STEP)
    return (2 / M) * np.cross(e, gradient.reshape(N, 3)).ravel()


def simulated_precession(q, theta, duration=0.05):
    start = spiral(q, theta)
    run = solve_ivp(velocity, (0, duration), start.ravel(), method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert run.success
    end = run.y[:, -1].reshape(N, 3)
    # the cone angle must stay constant and all sites must turn together
    assert np.max(np.abs(end[:, 2] - np.cos(theta))) < 1e-7
    turn = np.angle((end[:, 0] + 1j * end[:, 1])
                    / (start[:, 0] + 1j * start[:, 1]))
    assert np.ptp(turn) < 1e-6
    return np.mean(turn) / duration


def coefficients(q):
    c1, c2 = 1 - np.cos(q), 1 - np.cos(2 * q)
    return (J1 + 2 * K) * c1 + J2 * c2, -K * c1**2


print(f"J1 = {J1:.1f} meV, J2 = {J2:.1f} meV, K = {K:.1f} meV")
print(f"moment M = {M:.1f} Bohr magnetons, ring of {N} sites")
print(f"ferromagnet energy per site E(0) = {E_FM:.4f} meV")

# A q = 0 cone is a rotated ferromagnet and costs nothing.
assert abs(energy_per_site(0.0, 0.7) - E_FM) < 1e-10

# Linearized equation of motion about the ferromagnet: all normal modes.
delta = 1e-4
ferro = spiral(0.0, 0.0)
jacobian = np.zeros((2 * N, 2 * N))
for column in range(2 * N):
    push = np.zeros((N, 3))
    push[column // 2, column % 2] = delta
    change = velocity(0, (ferro + push).ravel()) - velocity(0, (ferro - push).ravel())
    jacobian[:, column] = change.reshape(N, 3)[:, :2].ravel() / (2 * delta)
eigenvalues = np.linalg.eigvals(jacobian)
assert np.max(np.abs(eigenvalues.real)) < 1e-4
mode_energies = np.sort(np.abs(eigenvalues.imag))[::2]
all_q = 2 * np.pi * np.arange(N) / N
small = np.radians(0.1)
frozen_all = np.sort([frozen_magnon(q, small) for q in all_q])
formula_all = np.sort([4 * coefficients(q)[0] / M for q in all_q])
assert np.max(np.abs(mode_energies - frozen_all)) < 1e-3
assert np.max(np.abs(mode_energies - formula_all)) < 1e-4
print("largest |normal mode - frozen magnon at 0.1 deg| = "
      f"{np.max(np.abs(mode_energies - frozen_all)):.1e} meV")

print("dispersion: q (deg/site), E(q,10deg)-E(0) (meV),")
print("  quotient at 10 deg (meV), small-angle limit 4A/M (meV)")
ten = np.radians(10.0)
for q in all_q[:N // 2 + 1]:
    print(f"  {np.degrees(q):5.0f} {energy_per_site(q, ten) - E_FM:9.5f}"
          f" {frozen_magnon(q, ten):9.4f} {4 * coefficients(q)[0] / M:9.4f}")

# Finite cone angles: simulated motion against the derivative formula.
q = np.pi / 2
A, C = coefficients(q)
print(f"at q = 90 deg/site: A = {A:.4f} meV, C = {C:.4f} meV")
print("angle (deg), E(q,theta)-E(0) (meV), quotient (meV),")
print("  simulated precession (meV), (2/(M sin)) dE/dtheta (meV)")
for degrees in (1.0, 5.0, 10.0, 30.0, 60.0):
    theta = np.radians(degrees)
    s2 = np.sin(theta)**2
    h = 1e-4
    slope = (energy_per_site(q, theta + h) - energy_per_site(q, theta - h)) / (2 * h)
    from_slope = 2 * slope / (M * np.sin(theta))
    simulated = simulated_precession(q, theta)
    quotient = frozen_magnon(q, theta)
    assert abs(simulated - from_slope) < 1e-4
    assert abs(simulated - 4 * np.cos(theta) * (A + 2 * C * s2) / M) < 1e-4
    assert abs(quotient - 4 * (A + C * s2) / M) < 1e-7
    print(f"  {degrees:4.0f} {energy_per_site(q, theta) - E_FM:10.5f}"
          f" {quotient:9.4f} {simulated:9.4f} {from_slope:9.4f}")

omega = 4 * A / M
frequency = omega * 1e-3 * const.e / const.h
print(f"magnon energy at q = 90 deg/site = {omega:.4f} meV")
print(f"  frequency = {frequency * 1e-12:.4f} THz")
print(f"  period = {1e12 / frequency:.4f} ps")

# Quantum test: spin-1 ring (M = 2S = 2), bilinear couplings only. Dividing
# by S^2 makes the coherent-state energy equal to the vector-model energy.
SITES, S = 6, 1.0
sz = np.diag([1.0, 0.0, -1.0])
s_plus = np.sqrt(2) * np.diag([1.0, 1.0], 1)
sy = (s_plus - s_plus.T) / 2j


def on_site(operator, site):
    return np.kron(np.kron(np.eye(3**site), operator),
                   np.eye(3**(SITES - site - 1)))


Z = [on_site(sz, i) for i in range(SITES)]
P = [on_site(s_plus, i) for i in range(SITES)]
H = np.zeros((3**SITES, 3**SITES))
for distance, coupling in ((1, J1), (2, J2)):
    for i in range(SITES):
        j = (i + distance) % SITES
        flip = P[i] @ P[j].T
        H -= coupling / S**2 * (Z[i] @ Z[j] + (flip + flip.T) / 2)
total_z = np.diag(sum(Z))
sector = np.flatnonzero(np.abs(total_z - (SITES * S - 1)) < 1e-9)
exact = np.linalg.eigvalsh(H[np.ix_(sector, sector)]) - H[0, 0]

cone = np.radians(40.0)
tilted = expm(-1j * cone * sy)[:, 0]
coherent = []
for n in range(SITES):
    state = np.ones(1, dtype=complex)
    for i in range(SITES):
        turn = np.exp(-1j * 2 * np.pi * n * i / SITES * np.diag(sz))
        state = np.kron(state, turn * tilted)
    cost = (np.vdot(state, H @ state).real - H[0, 0]) / SITES
    coherent.append(4 * cost / (2 * S * np.sin(cone)**2))
assert np.max(np.abs(np.sort(coherent) - exact)) < 1e-8
print("spin-1 ring, 6 sites, K = 0: one-magnon energies (meV)")
print("  diagonalization:   " + " ".join(f"{abs(x):8.4f}" for x in exact))
print("  spirals at 40 deg: "
      + " ".join(f"{abs(x):8.4f}" for x in np.sort(coherent)))

print("verified")
```

Output:

```
J1 = 10.0 meV, J2 = 2.0 meV, K = 2.0 meV
moment M = 2.0 Bohr magnetons, ring of 12 sites
ferromagnet energy per site E(0) = -14.0000 meV
largest |normal mode - frozen magnon at 0.1 deg| = 4.9e-05 meV
dispersion: q (deg/site), E(q,10deg)-E(0) (meV),
  quotient at 10 deg (meV), small-angle limit 4A/M (meV)
      0   0.00000    0.0000    0.0000
     30   0.08668    5.7491    5.7513
     60   0.30108   19.9698   20.0000
     90   0.54095   35.8794   36.0000
    120   0.71960   47.7286   48.0000
    150   0.81157   53.8287   54.2487
    180   0.83703   55.5175   56.0000
at q = 90 deg/site: A = 18.0000 meV, C = -2.0000 meV
angle (deg), E(q,theta)-E(0) (meV), quotient (meV),
  simulated precession (meV), (2/(M sin)) dE/dtheta (meV)
     1    0.00548   35.9988   35.9921   35.9921
     5    0.13661   35.9696   35.8025   35.8025
    10    0.54095   35.8794   35.2155   35.2155
    30    4.37500   35.0000   29.4449   29.4449
    60   12.37500   33.0000   15.0000   15.0000
magnon energy at q = 90 deg/site = 36.0000 meV
  frequency = 8.7048 THz
  period = 0.1149 ps
spin-1 ring, 6 sites, K = 0: one-magnon energies (meV)
  diagonalization:     0.0000  16.0000  16.0000  36.0000  36.0000  40.0000
  spirals at 40 deg:   0.0000  16.0000  16.0000  36.0000  36.0000  40.0000
verified
```
